# Effective Wavelength of a Finite-Band Pyrometer in the Wien Limit

A silicon wafer in an epitaxy reactor glows, and a pyrometer outside the chamber turns part of that glow into a current. At one wavelength, with a known starting temperature and fixed emissivity, a ratio of currents can be converted into a new temperature once that wavelength is known. A real instrument collects light over a band. If the band lies on the short-wave side of the thermal peak, as it does here, its long-wave side is brighter than its short-wave side by an amount that depends on temperature. Which single wavelength, if any, then belongs in the conversion?

## The signal

Let $T$ be the wafer temperature and $u=1/T$. In the Wien limit the thermal radiance at wavelength $\lambda$ is proportional to $\lambda^{-5}e^{-c_2u/\lambda}$, where $c_2=hc/k_B$. The signal is

$$S(u)=\int_{\lambda_1}^{\lambda_2}G(\lambda)\,e^{-c_2u/\lambda}\,d\lambda,\qquad G=A\,R(\lambda)\,\varepsilon(\lambda)\,\lambda^{-5}.$$

Here $R$ is the responsivity of filter, optics and detector together, $\varepsilon$ is the emissivity of the wafer, and $A$ holds geometry, gain and radiation constants. Four assumptions are made:

- $A$, $R$ and $\varepsilon$ do not depend on temperature;
- no light reaches the detector except thermal emission from the wafer;
- $0<\lambda_1<\lambda_2<\infty$;
- $G\ge0$ is integrable and $S>0$.

The band need not be narrow. The signal per unit wavelength, $w(\lambda,u)=G\,e^{-c_2u/\lambda}$, defines a weighted mean

$$\langle f\rangle_u=\frac{1}{S(u)}\int f(\lambda)\,w(\lambda,u)\,d\lambda .$$

With $k(u)=\langle1/\lambda\rangle_u$, the result to be derived is

$$\boxed{\frac{d\ln S}{du}=-c_2\,k(u)}$$

The effective wavelength is therefore $\lambda_e=1/k$. Since $du/dT=-1/T^2$, the same law reads $d\ln S/dT=c_2/(\lambda_eT^2)$: the signal rises with temperature.

## First derivation: differentiate the integral

For $u\ge0$ the derivative of $e^{-c_2u/\lambda}$ with respect to $u$ has magnitude at most $c_2/\lambda\le c_2/\lambda_1$. By the mean value theorem, difference quotients of the integrand are then bounded by $(c_2/\lambda_1)G$. This bound is integrable and independent of the step, so dominated convergence allows the derivative to pass under the integral:

$$\frac{dS}{du}=\int G\left(-\frac{c_2}{\lambda}\right)e^{-c_2u/\lambda}\,d\lambda=-c_2\int\frac{1}{\lambda}\,w\,d\lambda=-c_2\,S\,k .$$

Division by $S$ gives the result. The weight is the signal itself because the logarithmic derivative divides by $S$.

The same method gives the curvature. Let $M_n=\int\lambda^{-n}w\,d\lambda$, so that $S=M_0$, $k=M_1/M_0$ and $dM_n/du=-c_2M_{n+1}$. The quotient rule gives

$$\frac{dk}{du}=\frac{-c_2M_2}{M_0}+\frac{c_2M_1^2}{M_0^2}=-c_2V,\qquad V=\langle\lambda^{-2}\rangle-\langle\lambda^{-1}\rangle^2 .$$

Hence

$$\frac{d^2\ln S}{du^2}=-c_2\frac{dk}{du}=c_2^2V\ge0 .$$

The variance $V$ vanishes only for monochromatic light. In any wider band $k$ falls as $u$ rises, so the effective wavelength grows as the wafer cools.

## Second derivation: compare two temperatures

This route differentiates no integral. Take $\delta>0$ and compare the wafer at $u$ with the cooler wafer at $u+\delta$. Since $w(\lambda,u+\delta)=w(\lambda,u)e^{-c_2\delta/\lambda}$,

$$\frac{S(u+\delta)}{S(u)}=\left\langle e^{-c_2\delta/\lambda}\right\rangle_u .$$

Take the factor $e^{-c_2\delta k(u)}$ out of the exponential and apply $e^z\ge1+z$ to what remains:

$$e^{-c_2\delta/\lambda}\ge e^{-c_2\delta k(u)}\left[1-c_2\delta\left(\frac1\lambda-k(u)\right)\right].$$

Averaging with the non-negative weight at $u$ preserves the inequality. The term in round brackets averages to zero by the definition of $k(u)$, so

$$\frac{S(u+\delta)}{S(u)}\ge e^{-c_2\delta k(u)} .$$

Now start from the cooler wafer. Its weight must be multiplied by $e^{+c_2\delta/\lambda}$ to recover the hotter one, and the same argument gives

$$\frac{S(u)}{S(u+\delta)}\ge e^{+c_2\delta k(u+\delta)} .$$

Taking logarithms, and reversing the sign of the second inequality, leaves

$$-c_2\delta\,k(u)\le\ln\frac{S(u+\delta)}{S(u)}\le-c_2\delta\,k(u+\delta).$$

The outer members show that $k(u+\delta)\le k(u)$. To close the gap as $\delta\to0$, $k$ must be continuous. Over the band, $e^{-c_2\delta/\lambda}$ lies between $e^{-c_2\delta/\lambda_1}$ and $e^{-c_2\delta/\lambda_2}$. Using the smaller value in the numerator of $k(u+\delta)$ and the larger in its denominator gives

$$k(u)\,e^{-c_2\delta(1/\lambda_1-1/\lambda_2)}\le k(u+\delta)\le k(u).$$

So $k(u+\delta)\to k(u)$. Dividing the bounds on the log ratio by $\delta$ gives the right-hand derivative $-c_2k(u)$. Replacing $u$ by $u-\delta$ in both sets of bounds gives the same left-hand derivative.

## What each derivation assumes

As written, both use a shortest wavelength $\lambda_1>0$, an integrable $G$ and the Wien exponential. They differ in how they use positivity and fixed optical properties.

The first derivation does not need $G\ge0$, provided $|G|$ replaces $G$ in the bound on the difference quotients. If two channels are subtracted electronically, $G$ can change sign, and the slope formula survives wherever $S>0$. The "mean" is then no longer an average over positive weights: it may lie outside the band, and $V$ may be negative. The second derivation fails in that case, because averaging with a signed weight does not preserve an inequality.

In return, the second gives bounds for a temperature step of any size. The first gives a local slope, which must be integrated to reach a finite step:

$$\ln\frac{S(u_2)}{S(u_1)}=-c_2\int_{u_1}^{u_2}k(u)\,du .$$

Thus the wavelength that links two temperatures is the reciprocal of the average of $k$ over inverse temperature.

The first route also adapts easily when an assumption is dropped. If emissivity varies with temperature, $\partial w/\partial u$ gains a term $w\,\partial\ln\varepsilon/\partial u$, and

$$\frac{d\ln S}{du}=-c_2k+\left\langle\frac{\partial\ln\varepsilon}{\partial u}\right\rangle .$$

In the second route the ratio of the two weights is then no longer a pure exponential, and the bounds above are lost.

## Narrow bands and cold wafers

For a narrow Gaussian response with centre $\lambda_0$ and standard deviation $s$, the mean can be found by hand. Put $t=(\lambda-\lambda_0)/\lambda_0$, $\sigma=s/\lambda_0$ and $x=c_2u/\lambda_0$. The other factors in the weight are $F=\varepsilon\lambda^{-5}e^{-c_2u/\lambda}$. Their logarithmic slope at the centre is

$$g=\left.\frac{d\ln F}{dt}\right|_{0}=x-5+\frac{\lambda_0\varepsilon'}{\varepsilon},$$

where $\varepsilon'=d\varepsilon/d\lambda$. The weight is therefore the Gaussian times $1+gt+O(t^2)$. Odd Gaussian moments vanish, so $\langle t\rangle=g\sigma^2+O(\sigma^4)$ and $\langle t^2\rangle=\sigma^2+O(\sigma^4)$. With $1/\lambda=(1-t+t^2-\dots)/\lambda_0$,

$$\frac1{\lambda_e}=\frac{1}{\lambda_0}\left[1-\sigma^2\left(x-6+\frac{\lambda_0\varepsilon'}{\varepsilon}\right)\right]+O(\sigma^4).$$

As $\sigma\to0$ the centre wavelength is recovered. If the emissivity varies slowly and changes little within a few standard deviations of the centre, $\sigma\ll1$ and $\sigma|g|\ll1$ are sufficient for the expansion: the spectrum then changes little within one standard deviation.

The opposite limit is a fixed band and a very cold wafer. Let $\lambda_2$ be the longest wavelength at which the instrument responds, and choose $\lambda'<\lambda''<\lambda_2$. The signal from below $\lambda'$, divided by that from above $\lambda''$, is at most a constant times $e^{-c_2u(1/\lambda'-1/\lambda'')}$, which tends to zero as $u\to\infty$. Since $\lambda'$ can be as close to $\lambda_2$ as desired, $\lambda_e\to\lambda_2$. The centre of the filter then says little about the slope, and weak response at long wavelengths matters most. The approach can be slow: for the band of the next section, where $\lambda_2=1247$ nm, $\lambda_e$ with fixed emissivity is still 1023 nm at 300 K and reaches 1235 nm only at 40 K. Cold silicon is transparent at such wavelengths, so this is a limit of the model rather than of a real wafer.

## A silicon wafer viewed near 950 nm

Take a Gaussian response centred at 950 nm with a full width at half maximum of 100 nm, cut off at seven standard deviations. Its standard deviation is $100/(2\sqrt{2\ln2})=42.47$ nm. The pyrometer is calibrated at 1373 K (about 1100 °C), and the wafer then cools to 1173 K.

The bare wafer is treated as opaque and smooth, viewed at normal incidence. Neglecting the imaginary part of its refractive index $n$,

$$\varepsilon=1-\left(\frac{n-1}{n+1}\right)^2=\frac{4n}{(n+1)^2}.$$

Rough values are $n=3.9$ at 950 nm and 1373 K, $dn/d\lambda=-0.5$ per µm and $dn/dT=3\times10^{-4}$ per K. They give $\varepsilon=0.65$. For now $\varepsilon(\lambda)$ is held at its 1373 K form.

With $c_2=14387.77$ µm K, $x=14387.77/(0.950\times1373)=11.03$. The emissivity term is $\lambda_0\varepsilon'/\varepsilon=0.072$, and $\sigma^2=(42.47/950)^2=0.00200$. The narrow-band formula gives

$$\lambda_e\approx\frac{950\ \text{nm}}{1-0.00200\times(11.03-6+0.07)}=959.8\ \text{nm}.$$

Numerical quadrature of the full mean gives $k=1.04223$ per µm, or $\lambda_e=959.5$ nm. At 1173 K it gives $k=1.03856$ per µm, or $\lambda_e=962.9$ nm. The effective wavelength has grown on cooling, as the curvature requires.

The slope at 1373 K is $-14387.77\times1.04223=-14995$ K. Division by $-T^2$ gives a signal change of 0.80% per kelvin. Weighting $1/\lambda$ by the responsivity alone would make the slope 1.2% too large in magnitude, because it ignores the tilt $g$ towards long wavelengths. Using $1/\langle\lambda\rangle$ would make it 0.19% too small. For a narrow spread, expanding $\lambda$ about $1/k$ gives $\langle\lambda\rangle\approx(1+V/k^2)/k$; here $V=0.002074$ per µm², so $V/k^2=0.0019$.

For the whole step, $\Delta u=1/1173-1/1373=1.2418\times10^{-4}$ per K and $c_2\Delta u=1.7867$ µm. The second derivation bounds the log ratio by

$$-1.7867\times1.04223=-1.8622\quad\text{and}\quad-1.7867\times1.03856=-1.8556 .$$

Quadrature of the two signals gives $r=\ln(S_2/S_1)=-1.8589$: the signal falls to 15.6% of its calibration value.

An instrument with a fixed wavelength $\lambda_f$ converts this ratio through

$$\frac1{T_{\text{read}}}=\frac1{1373\ \text{K}}-\frac{r\lambda_f}{c_2}.$$

With the centre of the response, $\lambda_f=950$ nm, it reads 1174.99 K, which is 2.0 K too high. With the effective wavelength at calibration, it reads 1173.30 K, which is 0.3 K too high. The remaining error comes from the drift of $\lambda_e$. To include that drift, expand to second order about the calibration point:

$$r=-c_2k\,\Delta u+\tfrac12c_2^2V\,\Delta u^2 .$$

With $z=c_2\Delta u$ this is $\tfrac12Vz^2-kz-r=0$. The root that tends to $-r/k$ as $V\to0$ is

$$z=\frac{k-\sqrt{k^2+2Vr}}{V}.$$

It gives a reading of 1173.00 K.

## When the conditions fail

The following errors are readings at 1173 K minus the true temperature, after calibration at 1373 K. Each altered signal is inverted with the full Wien band model and fixed emissivity, so the wavelength errors above are absent. One effect is added at a time.

**Planck's law.** The Wien exponential is replaced by $1/(e^y-1)$, with $y=c_2u/\lambda$. Its logarithmic derivative is

$$\frac{d}{du}\ln\frac1{e^y-1}=-\frac{c_2}{\lambda}\frac{e^y}{e^y-1}=-\frac{c_2}{\lambda}\frac1{1-e^{-y}}.$$

The slope is $-c_2$ times the mean of $(1/\lambda)/(1-e^{-y})$, taken with Planck weights. At the band centre and 1373 K, $e^{-y}=e^{-11.03}$ is about $1.6\times10^{-5}$. The reading error is $-0.0015$ K, so the Wien limit is safe here.

**Emissivity drift.** From the formula for $\varepsilon$, $d\ln\varepsilon/dn=1/n-2/(n+1)$, which is negative for $n>1$. Since $n$ rises with temperature, emissivity falls. The factor $du/dT=-1/T^2$ turns this into a positive contribution of 86 K to the slope at 1373 K, about 0.6% of its magnitude. On cooling, emissivity at 950 nm rises from 0.650 to 0.656, and the pyrometer reads 0.8 K too high. This error is roughly proportional to the assumed $dn/dT$.

**Stray light.** A constant extra signal $B$ leaves $dS/du$ unchanged but enlarges the denominator:

$$\frac{d\ln(S+B)}{du}=\frac{1}{S+B}\frac{dS}{du}=-c_2k\,\frac{S}{S+B}.$$

If $B$ is 1% of the wafer signal at calibration, it is $1\%/0.1559=6.4\%$ of that signal at 1173 K. The slope there is reduced by the factor 0.940, and the reading is 4.8 K too high. If stray light fell in proportion to the wafer signal, it would cancel from the ratio.

**A filter leak.** Suppose the responsivity has an added floor of 0.1% of its peak from 1100 to 1700 nm, and that the detector responds there. With the linear index formula extended over this range and the wafer still taken as opaque, the leak supplies 2.7% of the signal at 1373 K and about 5% at 1173 K. The boxed law still holds with the leak included in $R$, but $\lambda_e$ at 1373 K becomes 968.2 nm. The Gaussian narrow-band formula no longer describes the instrument. If the leak goes unrecognised, the reading is 2.1 K too high.

## Beside a real reactor

Silicon can be grown epitaxially near 1100 °C, and a silicon photodiode can detect the glow near 950 nm. For a Gaussian response with nothing outside it, a narrower band brings $\lambda_e$ closer to its centre: to leading order, one tenth the width gives one hundredth the shift. Wings and leaks break this rule. Narrowing the band cuts the in-band signal but not the leak: with the 0.1% floor above, going from 100 nm to 10 nm raises the leak share at 1373 K from 2.7% to 22%, the shift of $\lambda_e$ from 18 nm to 77 nm, and the error from an unrecognised leak from 2.1 K to 17 K. For a Lorentzian passband blocked outside 800 to 1100 nm, the same narrowing reduces the shift only about sevenfold, from 18 nm to 2.4 nm. Opacity is reasonable near the band centre: even with an absorption coefficient of 100 per cm, somewhat below that of cold silicon there, a 775 µm wafer transmits only $e^{-7.75}$, or about 0.04%, internally, and heating strengthens the absorption. Cold silicon absorbs much less on the long-wave side of the band, so opacity there relies on the stronger absorption of the hot wafer. The estimate does not cover that side or the leak at still longer wavelengths. In a lamp-heated reactor, reflected lamp light can reach the detector, so the assumption of no stray light needs checking. The 4.8 K error found above belongs to the assumed 1% constant background; lamp power changes during a real cool-down. Films on the wafer also alter emissivity: at 1373 K an unrecognised change of 1% shifts the reading by about 1.3 K, which is 1% divided by the signal change of 0.80% per kelvin. The Gaussian of the example is the response of the whole instrument; behind a real filter, the fall of a silicon photodiode's efficiency towards 1100 nm pulls $\lambda_e$ back to shorter wavelengths and can shrink or even reverse the error made with the filter's nominal centre. Replacing the centre of the response by the effective wavelength at calibration reduces the error from 2.0 K to 0.3 K in this example, but it cannot correct a signal that did not come from the wafer.

All numerical values are calculated from the stated model.
